# Three Photons on Eight Click Detectors: The Probability of Three Clicks

## Problem

A click detector tells whether light arrived, but not how many photons arrived. One way to count photons with such detectors is to spread a pulse over several of them and count the clicks.

Consider a multiplexer on a photonic chip, built as a tree of 50:50 splitters in three layers: one splitter, then two, then four. It has eight outputs, each leading to its own detector. The first splitter has two input ports. Each later splitter has one input fed by the tree and one unused input, which is in the vacuum state. The tree is lossless and balanced: a single photon entering either port of the first splitter leaves by each output with probability $1/8$. The detectors are perfect click detectors. Each one clicks once if it receives one or more photons in the pulse, and stays silent if it receives none.

(a) Exactly three photons enter in one pulse, all through the same port of the first splitter. Find the probabilities of one, two and three clicks.

(b) Find the mean number of clicks.

(c) Two of the photons now enter through one port of the first splitter and the third through the other port. Find the probability of three clicks if the photons are identical, and if they are fully distinguishable, for example by their arrival times within the pulse.

(d) Return to one-port input. How does the probability of three clicks change with 16 or 32 outputs?

(e) Estimate how loss, uneven splitting, dark counts and detector recovery change the result of (a) in a device with these rough typical values: detector efficiency 0.90, excess loss 0.1 dB per splitter layer, splitting 52:48, dark rate 100 per second in each detector, gate 1 ns, pulse rate 1 MHz, recovery time constant 20 ns.

## Solution

### (a) Three photons in one port

Three photons produce three clicks when they leave by three different outputs. If two share an output, that detector still clicks once and a count is lost. We therefore need the probability of each arrangement of the photons over the outputs.

Let $a^\dagger$ create a photon in the input port used, and $b_j^\dagger$ a photon in output $j$. A lossless linear network replaces the input operator by a superposition of output operators,

$$
a^\dagger \to \sum_{j=1}^{8} u_j b_j^\dagger ,\qquad |u_j|^2=\frac18 .
$$

The second relation expresses the balance of the tree. The phases of the $u_j$ depend on its construction.

The three-photon input state is $(a^\dagger)^3|0\rangle/\sqrt{3!}$, where the root normalizes it. The operators $b_j^\dagger$ commute with one another, so the cube can be expanded like that of an ordinary sum:

$$
\frac{1}{\sqrt{3!}}\Big(\sum_j u_j b_j^\dagger\Big)^3|0\rangle
=\frac{1}{\sqrt{3!}}\sum_{n_1+\dots+n_8=3}\frac{3!}{n_1!\cdots n_8!}\prod_j u_j^{n_j}(b_j^\dagger)^{n_j}|0\rangle .
$$

Here $n_j$ is the number of photons in output $j$. Since $(b_j^\dagger)^{n_j}|0\rangle=\sqrt{n_j!}\,|n_j\rangle$, the amplitude of the arrangement $(n_1,\dots,n_8)$ is

$$
A=\frac{1}{\sqrt{3!}}\,\frac{3!}{\prod_j n_j!}\prod_j u_j^{n_j}\sqrt{n_j!}
=\sqrt{\frac{3!}{\prod_j n_j!}}\;\prod_j u_j^{n_j}.
$$

Its squared modulus is the probability. The phases drop out, and the three factors of $1/8$ give

$$
P(n_1,\dots,n_8)=\frac{3!}{n_1!\cdots n_8!}\,\frac{1}{8^3}.
$$

There are three kinds of arrangement.

- **Three different outputs.** All factorials in the denominator equal one, so a given set of three outputs has probability $6/512=0.011719$. There are $\binom83=56$ such sets.
- **Two photons in one output and one in another.** The denominator is $2!$, so a given arrangement has probability $3/512=0.005859$. There are $8\cdot7=56$ of them: eight choices for the double occupation, then seven for the single one.
- **All three in one output.** The denominator is $3!$, so a given arrangement has probability $1/512=0.001953$. There are eight of them.

Multiplying the probabilities by the numbers of arrangements gives

$$
P_3=\frac{56\cdot6}{512}=\frac{336}{512}=\frac{21}{32}=0.65625,
$$

$$
P_2=\frac{56\cdot3}{512}=\frac{168}{512}=0.328125,\qquad
P_1=\frac{8}{512}=0.015625 .
$$

The probability of three clicks is about 66 percent. The three probabilities sum to $(336+168+8)/512=1$, as they must, because at least one detector clicks.

The arrangement probabilities are those of three independent balls thrown into eight boxes. This permits a shorter count. The first photon may go anywhere, the second must avoid one output, and the third must avoid two:

$$
P_3=1\cdot\frac78\cdot\frac68=\frac{21}{32}.
$$

The ball picture has been derived here for photons that share one input port. Part (c) shows that it can fail for other inputs.

### (b) The mean number of clicks

A given detector stays silent if all three photons miss it, which has probability $(7/8)^3=343/512$. It clicks with probability $1-343/512=169/512$. The mean of a sum is the sum of the means, even though the detectors are correlated, so

$$
\langle k\rangle=8\cdot\frac{169}{512}=2.640625 .
$$

The distribution from (a) gives the same value: $1(0.015625)+2(0.328125)+3(0.65625)=2.640625$. The mean falls short of three because photons sharing a detector are counted once.

In this ideal device the number of clicks cannot exceed the number of photons. Three clicks therefore prove that at least three photons were present, whereas two clicks do not rule out a third.

### (c) Photons in two ports

**Identical photons.** Let $a_1^\dagger$ and $a_2^\dagger$ belong to the two ports of the first splitter, and $c^\dagger$ and $d^\dagger$ to its outputs, which feed the upper and lower halves of the tree. With the usual symmetric phase convention,

$$
a_1^\dagger\to\frac{c^\dagger+i d^\dagger}{\sqrt2},\qquad
a_2^\dagger\to\frac{i c^\dagger+d^\dagger}{\sqrt2}.
$$

The input state is $(a_1^\dagger)^2a_2^\dagger|0\rangle/\sqrt{2!}$. The three splitter factors contribute $1/(2\sqrt2)$ and the normalization $1/\sqrt2$, together $1/4$. Writing $c,d$ for $c^\dagger,d^\dagger$ in the algebra, we obtain

$$
(c+id)^2(ic+d)=(c^2+2icd-d^2)(ic+d)
$$

$$
=ic^3+c^2d-2c^2d+2icd^2-icd^2-d^3
=ic^3-c^2d+icd^2-d^3 .
$$

Acting on the vacuum, $c^3$ and $d^3$ produce states of squared norm $3!=6$, while $c^2d$ and $cd^2$ produce states of squared norm $2!\,1!=2$. With the prefactor $(1/4)^2=1/16$, the probabilities of the four terms are $6/16,\ 2/16,\ 2/16,\ 6/16$. Hence

$$
P(\text{all in one half})=\frac{12}{16}=\frac34,\qquad
P(\text{2:1 division})=\frac{4}{16}=\frac14 .
$$

For one-port input, each photon chooses a half independently, and all three choose the same half with probability $2(1/2)^3=1/4$. Interference has raised this to $3/4$. The amplitudes for a 2:1 division partly cancel: in the $c^2d$ term, the contributions $+1$ and $-2$ leave $-1$.

After the first splitter, the number of photons in each half no longer changes. The four terms therefore lead to different, orthogonal outcomes at the detectors, and their probabilities may be added. Within each half, the photons enter a four-output tree through one port, so the counting of part (a) applies again.

- Three photons in one half separate with probability $1\cdot\frac34\cdot\frac24=\frac38$.
- In a 2:1 division, the pair separates with probability $\frac34$, and the single photon gives its own click in the other half.

The result is

$$
P_3^{\text{identical}}=\frac34\cdot\frac38+\frac14\cdot\frac34
=\frac{9}{32}+\frac{6}{32}=\frac{15}{32}=0.46875 .
$$

**Distinguishable photons.** Fully distinguishable photons do not interfere with one another, so their path probabilities multiply. Each photon reaches each output with probability $1/8$ from either port, and the ball count returns $21/32=0.65625$.

Balance for single photons is thus not enough to fix the answer. For identical photons, the input ports must also be specified. A direct evolution of the three-photon state through all seven splitters gives the same values, $0.65625$ for one port and $0.46875$ for two, as listed in the numerical output.

### (d) More outputs

For $N$ balanced outputs and one-port input, the same count gives

$$
P_3(N)=\Big(1-\frac1N\Big)\Big(1-\frac2N\Big)=1-\frac3N+\frac2{N^2}.
$$

This is $0.65625$ for $N=8$, $0.82031$ for $N=16$ and $0.90820$ for $N=32$. For large $N$ the probability of losing a count is close to $3/N$: there are three pairs of photons, and each pair shares an output with probability $1/N$.

The gain is paid for in hardware and, in a real tree, in loss, since doubling $N$ adds a splitter layer. If a layer costs 0.1 dB per photon, three photons together pay 0.3 dB, and the probability that all survive falls by a factor $10^{-0.03}=0.933$. Going from 16 to 32 outputs still helps, because $(0.90820/0.82031)\cdot0.933\approx1.03$. Going on to 64 does not: $P_3(64)=\frac{63}{64}\cdot\frac{62}{64}\approx0.954$, and $(0.954/0.90820)\cdot0.933\approx0.98$. This comparison holds the detector efficiency and the loss per layer fixed and neglects dark counts.

### (e) A device with imperfections

The given values are rough ones for superconducting nanowire detectors on a low-loss photonic chip at telecom wavelength, read out by a simple threshold. The photons are taken to be already in the input waveguide.

**Loss.** Three layers at 0.1 dB transmit $10^{-0.3/10}=0.933$ of the light. With the detector efficiency, each photon is registered with probability $\eta=0.90\cdot0.933\approx0.840$. Without dark counts, three clicks require that all three photons survive and that they separate. The loss is the same on every path, so these two requirements are independent:

$$
P_3=\eta^3\cdot\frac{21}{32}\approx0.593\cdot0.656\approx0.389 .
$$

Detector efficiency alone would give $0.90^3\cdot0.65625=0.478$. Loss enters as a cube, which is why a modest loss per photon removes about 0.27 from the probability.

**Uneven splitting.** Let output $j$ receive a single photon with probability $p_j$. A given pair of photons shares an output with probability $\sum_j p_j^2$. Adding this for the three pairs counts the case of all three together three times instead of once, so twice its probability must be subtracted. The probability of at least one coincidence is then $3\sum_j p_j^2-2\sum_j p_j^3$, and

$$
P_3=1-3\sum_jp_j^2+2\sum_jp_j^3 .
$$

If every splitter divides 52:48, each $p_j$ is a product of three factors, each 0.52 or 0.48. The values range from $0.48^3=0.1106$ to $0.52^3=0.1406$. The sums factorize over the layers:

$$
\sum_jp_j^2=(0.52^2+0.48^2)^3=0.12560,\qquad
\sum_jp_j^3=(0.52^3+0.48^3)^3=0.01585 .
$$

Thus $P_3=1-0.37680+0.03170=0.6549$ without loss, only 0.00135 below the balanced value. The effect is small because the first-order changes of the $p_j$ cancel in the sum of squares: some outputs gain what others lose.

**Dark counts.** The probability of a dark click in one detector during the gate is $d\approx100\ \mathrm{s^{-1}}\cdot10^{-9}\ \mathrm{s}=10^{-7}$. To first order in $d$, a dark click in one of the six silent detectors turns two clicks into three, and a dark click in one of the five silent detectors turns three into four. For otherwise perfect detectors,

$$
\Delta P_3=(6P_2-5P_3)\,d=(1.96875-3.28125)\,d=-\frac{21}{16}d\approx-1.3\times10^{-7}.
$$

With loss the sign reverses. At $\eta\approx0.840$, two clicks also arise when one photon is lost and the other two separate, so $P_2=\eta^3\cdot0.328+3\eta^2(1-\eta)\cdot\frac78\approx0.491$, while $P_3\approx0.389$. The same formula then gives $\Delta P_3\approx(2.95-1.94)\,d\approx+1.0\times10^{-7}$: in this device dark clicks add false three-click events more often than they spoil true ones. Either way the effect is negligible.

**Recovery.** Pulses at 1 MHz are 1000 ns apart, or 50 recovery time constants. In a simple exponential model, the unrecovered fraction at the next pulse is $e^{-50}\approx2\times10^{-22}$, which is negligible. A dark click shortly before the gate matters more. If the detectors are always on, such clicks reduce the efficiency of each detector on average by a fraction of about $100\ \mathrm{s^{-1}}\cdot20\ \mathrm{ns}=2\times10^{-6}$, if the efficiency itself recovers exponentially. For a detector that responds again only once its bias has recovered to between 50 and 95 percent, the fraction lies between $1.4\times10^{-6}$ and $6\times10^{-6}$. Three clicks need three working detectors, so in the exponential model $P_3$ falls by about $3\cdot0.656\cdot2\times10^{-6}\approx4\times10^{-6}$ without loss, and by $3\cdot0.389\cdot2\times10^{-6}\approx2.3\times10^{-6}$ at $\eta\approx0.840$. This is twenty to thirty times the size of the effect of dark clicks inside the gate, but still negligible. Within a pulse, the model assumes that all photons arrive well inside one recovery time, so that a detector cannot click twice.

**Together.** Loss, imbalance and dark counts combined give $P_3=0.388$, or about 39 percent instead of 66. The assumption that fails most severely among those sized here is unit efficiency.

Coupling light from a fibre into the chip, left out above, can matter as much. If it costs 1 dB, for instance, the three-click probability is multiplied by a further $10^{-0.3}\approx0.50$, leaving about 0.19. Electrical crosstalk, in which one detector triggers another, is also left out. It would have to be measured for the particular chip.

## Computed values

```
IDEAL DEVICE, three photons in one port
number of outputs: 8
ordered photon paths: 512
paths with three different outputs: 336
sets of three outputs: 56
probability of one given set: 0.011719
probability of given pattern (2,1): 0.005859
probability of three in given output: 0.001953
probability of 1 click(s): 0.015625
probability of 2 click(s): 0.328125
probability of 3 click(s): 0.656250
three-click probability: 65.6 percent
mean number of clicks: 2.640625
INPUT PORTS, two photons in one port and one in another
all in one half, one-port input: 0.25000
all in one half, two-port input: 0.75000
three photons separate in a half tree: 0.37500
three clicks, identical photons: 0.46875
three clicks, distinguishable: 0.65625
MORE OUTPUTS
three clicks with 8 outputs: 0.65625
three clicks with 16 outputs: 0.82031
three clicks with 32 outputs: 0.90820
NEGLECTED EFFECTS, rough typical inputs
detector efficiency: 0.90
excess loss per layer: 0.1 dB
number of layers: 3
tree transmission: 0.9333
total efficiency per photon: 0.8399
larger splitter fraction: 0.52
dark rate: 100 1/s
gate: 1 ns
dark-click probability per gate: 1.00e-07
pulse rate: 1 MHz
recovery time constant: 20 ns
three clicks, detector efficiency only: 0.4784
three clicks, detector and tree loss: 0.3889
three clicks, imbalance only: 0.6549
smallest output probability: 0.1106
largest output probability: 0.1406
change by loss: -0.2674
change by imbalance: -0.00135
change by dark counts: -1.31e-07
unrecovered fraction at next pulse: 1.9e-22
three clicks, loss+imbalance+dark: 0.3881
```
